# Ionized fraction of phosphorus donors in silicon at 77 K: verification in Python

```python
"""Ionized fraction x of shallow donors in silicon, without acceptors.

Result under test:
    x = 2 / (1 + sqrt(1 + 4 N_D / n1)),  n1 = (N_c / g) exp(-E_b / kT)
N_D: donor density; E_b: donor binding energy; g = 2: spin degeneracy of
the neutral donor; N_c: effective density of states of six ellipsoidal
valleys. Energies are in meV from the conduction-band edge, densities in
cm^-3. Masses, binding energy, splitting and gap are rough input values.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, gammaln

MEV = 1e-3 * const.e
K_B = const.k / MEV
TEMPERATURE = 77.0
DONORS = 1e16
BINDING = 45.0
MASS_LONG, MASS_TRANS = 0.92, 0.19
VALLEYS = 6
SPLITTING = 12.0
GAP = 1100.0
kT = K_B * TEMPERATURE
mass_dos = (MASS_LONG * MASS_TRANS**2) ** (1 / 3)


def effective_dos(temperature):
    """Closed form of the effective density of states, cm^-3."""
    root = mass_dos * const.m_e * const.k * temperature
    root /= 2 * np.pi * const.hbar**2
    return 2 * VALLEYS * root**1.5 * 1e-6


def fraction(temperature=TEMPERATURE, binding=BINDING, g=2.0):
    """Closed form of the ionized fraction."""
    n1 = effective_dos(temperature) / g
    n1 *= np.exp(-binding / (K_B * temperature))
    return 2 / (1 + np.sqrt(1 + 4 * DONORS / n1))


# Wave-vector grid for the direct band integral (cutoff 40 kT per direction)
nodes, weights = np.polynomial.legendre.leggauss(100)
nodes, weights = (nodes + 1) / 2, weights / 2
k_trans_max = np.sqrt(80 * MASS_TRANS * const.m_e * kT * MEV) / const.hbar
k_long_max = np.sqrt(80 * MASS_LONG * const.m_e * kT * MEV) / const.hbar
k_trans = (k_trans_max * nodes)[:, None]
k_long = (k_long_max * nodes)[None, :]
band_energy = const.hbar**2 / (2 * const.m_e * MEV) * (
    k_trans**2 / MASS_TRANS + k_long**2 / MASS_LONG)
volume_element = (2 * np.pi * k_trans * k_trans_max * weights[:, None]
                  * 2 * k_long_max * weights[None, :])


def band_density(mu):
    """Fermi-Dirac electron density by quadrature, cm^-3."""
    occupied = expit((mu - band_energy) / kT)
    total = np.sum(volume_element * occupied)
    return 2 * VALLEYS * total / (2 * np.pi) ** 3 * 1e-6


def donor_probabilities(mu, binding, repulsion):
    """Probabilities of 0, 1, 2 electrons from all four donor states."""
    prob = np.zeros(3)
    for up in (0, 1):
        for down in (0, 1):
            number = up + down
            energy = -binding * number + repulsion * up * down
            prob[number] += np.exp(-(energy - mu * number) / kT)
    return prob / prob.sum()


def solve_neutrality(binding):
    """Chemical potential with finite repulsion equal to the binding."""
    def excess(mu):
        prob = donor_probabilities(mu, binding, binding)
        bound = prob[1] + 2 * prob[2]
        return band_density(mu) / DONORS + bound - 1
    return brentq(excess, -90.0, -10.0, xtol=1e-11)


# Effective density of states: definition against closed form
dos = effective_dos(TEMPERATURE)
mu_dilute = -200.0
dos_quadrature = band_density(mu_dilute) / np.exp(mu_dilute / kT)
assert abs(dos_quadrature / dos - 1) < 1e-8

# Full neutrality solution; tolerance covers Fermi and D- corrections
x = fraction()
n_free = x * DONORS
mu = kT * np.log(n_free / dos)
mu_full = solve_neutrality(BINDING)
prob_full = donor_probabilities(mu_full, BINDING, BINDING)
assert abs(prob_full[0] - x) < 1e-3
assert abs(mu_full - mu) < 0.02
assert prob_full[2] < 1e-3
assert n_free / dos < 0.01


def canonical_fraction(bound_levels, donors=20000):
    """Mean ionized fraction from an explicit sum over ionized donors.

    bound_levels lists (degeneracy, binding energy) of the neutral donor.
    """
    ionized = np.arange(donors + 1)
    z_bound = sum(d * np.exp(e / kT) for d, e in bound_levels)
    z_free = dos_quadrature * donors / DONORS
    log_w = (gammaln(donors + 1) - gammaln(ionized + 1)
             - gammaln(donors - ionized + 1)
             + (donors - ionized) * np.log(z_bound)
             + ionized * np.log(z_free) - gammaln(ionized + 1))
    w = np.exp(log_w - log_w.max())
    return np.sum(w * ionized) / np.sum(w) / donors


g_excited = 2 * (1 + 5 * np.exp(-SPLITTING / kT))
x_no_spin = fraction(g=1.0)
x_excited = fraction(g=g_excited)
x_sum = canonical_fraction([(2, BINDING)])
levels_1s = [(2, BINDING), (10, BINDING - SPLITTING)]
assert abs(x_sum - x) < 1e-4
assert abs(canonical_fraction([(1, BINDING)]) - x_no_spin) < 1e-4
assert abs(canonical_fraction(levels_1s) - x_excited) < 1e-4
assert x_excited < x < x_no_spin

# Sensitivity to the binding energy, from the full numerical solutions
slope = -x * (1 - x) / ((2 - x) * kT)
step = 0.1
side = [donor_probabilities(solve_neutrality(b), b, b)[0]
        for b in (BINDING - step, BINDING + step)]
slope_numeric = (side[1] - side[0]) / (2 * step)
assert abs(slope_numeric / slope - 1) < 0.01

# Hole estimate: valence density of states taken equal to N_c
log_holes = 2 * np.log10(dos / n_free) - GAP / kT / np.log(10)
assert log_holes < -30

boltzmann = np.exp(-BINDING / kT)
n1 = dos * boltzmann / 2
print(f"Temperature: {TEMPERATURE:.0f} K")
print(f"Donor density N_D: {DONORS:.1e} cm^-3")
print(f"Binding energy E_b (rough input): {BINDING:.0f} meV")
print(f"Longitudinal mass (rough input): {MASS_LONG:.2f} m_e")
print(f"Transverse mass (rough input): {MASS_TRANS:.2f} m_e")
print(f"Thermal energy kT: {kT:.4f} meV")
print(f"E_b/kT: {BINDING / kT:.4f} (no unit)")
print(f"Density-of-states mass per valley: {mass_dos:.4f} m_e")
print(f"N_c, closed form: {dos:.4e} cm^-3")
print(f"N_c, quadrature: {dos_quadrature:.4e} cm^-3")
print(f"exp(-E_b/kT): {boltzmann:.4e} (no unit)")
print(f"n1: {n1:.4e} cm^-3")
print(f"r = n1/N_D: {n1 / DONORS:.4f} (no unit)")
print(f"Ionized fraction x, closed form: {x:.4f} (no unit)")
print(f"x, canonical sum: {x_sum:.4f} (no unit)")
print(f"x, full neutrality solution: {prob_full[0]:.4f} (no unit)")
print(f"Free-electron density n: {n_free:.3e} cm^-3")
print(f"Neutral-donor density: {DONORS - n_free:.3e} cm^-3")
print(f"mu from band edge, closed form: {mu:.3f} meV")
print(f"mu from band edge, full solution: {mu_full:.3f} meV")
print(f"mu from donor level, closed form: {mu + BINDING:.3f} meV")
print(f"n/N_c: {n_free / dos:.2e} (no unit)")
print(f"Doubly occupied donor fraction: {prob_full[2]:.1e} (no unit)")
print(f"Gap for hole estimate (rough input): {GAP:.0f} meV")
print(f"log10(p/n), estimate: {log_holes:.0f} (no unit)")
print(f"dx/dE_b, formula: {slope:.4f} per meV")
print(f"dx/dE_b, numerical: {slope_numeric:.4f} per meV")
for binding in (BINDING - 1, BINDING + 1):
    print(f"x for E_b = {binding:.0f} meV: "
          f"{fraction(binding=binding):.4f} (no unit)")
print(f"x without spin degeneracy: {x_no_spin:.4f} (no unit)")
print(f"Excited 1s splitting (rough input): {SPLITTING:.0f} meV")
print(f"Effective g with excited 1s states: {g_excited:.3f} (no unit)")
print(f"x with excited 1s states: {x_excited:.4f} (no unit)")
print(f"x at 300 K, same model: {fraction(300.0):.4f} (no unit)")
print("all assertions hold")
```

It prints:

```
Temperature: 77 K
Donor density N_D: 1.0e+16 cm^-3
Binding energy E_b (rough input): 45 meV
Longitudinal mass (rough input): 0.92 m_e
Transverse mass (rough input): 0.19 m_e
Thermal energy kT: 6.6353 meV
E_b/kT: 6.7819 (no unit)
Density-of-states mass per valley: 0.3214 m_e
N_c, closed form: 3.5680e+18 cm^-3
N_c, quadrature: 3.5680e+18 cm^-3
exp(-E_b/kT): 1.1342e-03 (no unit)
n1: 2.0233e+15 cm^-3
r = n1/N_D: 0.2023 (no unit)
Ionized fraction x, closed form: 0.3599 (no unit)
x, canonical sum: 0.3599 (no unit)
x, full neutrality solution: 0.3599 (no unit)
Free-electron density n: 3.599e+15 cm^-3
Neutral-donor density: 6.401e+15 cm^-3
mu from band edge, closed form: -45.778 meV
mu from band edge, full solution: -45.782 meV
mu from donor level, closed form: -0.778 meV
n/N_c: 1.01e-03 (no unit)
Doubly occupied donor fraction: 3.2e-04 (no unit)
Gap for hole estimate (rough input): 1100 meV
log10(p/n), estimate: -66 (no unit)
dx/dE_b, formula: -0.0212 per meV
dx/dE_b, numerical: -0.0212 per meV
x for E_b = 44 meV: 0.3815 (no unit)
x for E_b = 46 meV: 0.3391 (no unit)
x without spin degeneracy: 0.4652 (no unit)
Excited 1s splitting (rough input): 12 meV
Effective g with excited 1s states: 3.639 (no unit)
x with excited 1s states: 0.2825 (no unit)
x at 300 K, same model: 0.9959 (no unit)
all assertions hold
```
